# The effective Landé factor as the centroid of one sigma group, part 2

An atom without nuclear spin, in a weak magnetic field $B$ along $z$, has a lower level with $J_1,M_1,g_1$ and an upper level with $J_2,M_2,g_2$. Angular momenta are in units of $\hbar$, and $\mu_B$ is the Bohr magneton. The Zeeman energy is $\mu_BB(L_z+g_sS_z)$ with $g_s=2$; the term quadratic in $B$ is left out.

A line component has $q=M_2-M_1$ (pi: $q=0$; sigma: $q=\pm1$) and shift $s=g_2M_2-g_1M_1$ in units of $\mu_BB$. The initial sublevels are equally populated, the line is optically thin, and frequency-dependent intensity factors are taken as equal. With relative intensities $w_q(M_1)$, the centroid of group $q$ is

$$
\bar s_q=g_2\bigl(\langle M_1\rangle_q+q\bigr)-g_1\langle M_1\rangle_q ,\tag{8}
$$

where $\langle M_1\rangle_q$ is the weighted mean of $M_1$, still to be found. The aim is a general formula for $g_{\rm eff}=\bar s_{+1}$ in terms of $g_1,g_2,J_1,J_2$.

The weights are $w_q(M_1)=\langle M_1,q|P|M_1,q\rangle$ in an auxiliary space, the product of the $J_1$ multiplet and a spin-1 vector $\mathbf k$ with $k_z|q\rangle=q|q\rangle$. There $\mathbf K=\mathbf J_1+\mathbf k$, and $P$ projects onto total angular momentum $J_2$. Since $P$ commutes with $\mathbf K$, $[k_i,P]=-[J_{1i},P]$. The partial trace ${\rm Tr}_1$ over the $J_1$ factor leaves a $3\times3$ matrix on the states $|q\rangle$; operators acting on the traced factor alone may be moved cyclically under it. The total strength of a group is

$$
W_q=\frac{2J_2+1}{3}\qquad\text{for } q=-1,0,+1 .\tag{9}
$$

Within a level of nonzero angular momentum, every vector operator is proportional to the angular momentum. In LS coupling this gives

$$
g=1+(g_s-1)\,\alpha ,\tag{7}
$$

$$
\alpha=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .
$$

Two examples recur. Fe I 630.25 nm is ${}^5P_1$–${}^5D_0$, with $g_1=2.5$ and $g_2$ undefined. The line ${}^5P_1$–${}^5D_2$ has $g_1=2.5$, $g_2=1.5$; its $q=+1$ components $M_1=-1,0,1$ have shifts $2.5,1.5,0.5$ and strength fractions $0.1,0.3,0.6$, with centroid $1.0$.

### 8. The first moment

The sum needed for $\langle M_1\rangle_q$ is also a partial trace:

$$
\sum_{M_1}M_1w_q(M_1)=\langle q|V_z|q\rangle,\qquad V_j={\rm Tr}_1(PJ_{1j}) .
$$

The three matrices $V_x,V_y,V_z$ form a vector operator on the spin-1 space. To show this, use that $k_i$ commutes with $J_{1j}$:

$$
\begin{aligned}
[k_i,PJ_{1j}]&=[k_i,P]J_{1j}=-[J_{1i},P]J_{1j}\\
&=-[J_{1i},PJ_{1j}]+P[J_{1i},J_{1j}] .
\end{aligned}
$$

The last line is the product rule $[A,PC]=[A,P]C+P[A,C]$, solved for $[A,P]C$. Under ${\rm Tr}_1$ its first term vanishes by cyclicity. In the second term, $[J_{1i},J_{1j}]=i\sum_l\varepsilon_{ijl}J_{1l}$. The result is

$$
[k_i,V_j]=i\sum_l\varepsilon_{ijl}V_l .
$$

This is the defining commutation rule of a vector operator. On the spin-1 multiplet such an operator is proportional to $\mathbf k$:

$$
V_j=c\,k_j .
$$

The diagonal elements of $V_z$ are thus $cq$, and

$$
\langle M_1\rangle_q=\frac{c\,q}{W_q} .\tag{10}
$$

The mean of $M_1$ is proportional to $q$, whatever the two angular momenta are.

The constant $c$ follows from one scalar trace, evaluated in two ways. On the spin-1 space,

$$
{\rm Tr}\sum_jV_jk_j=c\,{\rm Tr}\,\mathbf k^2=c\cdot2\cdot3=6c ,
$$

because $\mathbf k^2=1(1+1)=2$ in each of three states. In the full auxiliary space the same quantity is ${\rm Tr}(P\,\mathbf J_1\cdot\mathbf k)$. From $\mathbf K^2=\mathbf J_1^2+\mathbf k^2+2\mathbf J_1\cdot\mathbf k$, the scalar product has a fixed value on the subspace selected by $P$:

$$
\mathbf J_1\cdot\mathbf k=\frac{J_2(J_2+1)-J_1(J_1+1)-2}{2}=\frac{X-2}{2},
$$

where

$$
X=J_2(J_2+1)-J_1(J_1+1) .
$$

That subspace has $2J_2+1$ states, so

$$
6c=(2J_2+1)\frac{X-2}{2},\qquad c=(2J_2+1)\frac{X-2}{12} .
$$

Dividing by (9) gives

$$
\langle M_1\rangle_q=q\,\frac{X-2}{4},\qquad
\langle M_2\rangle_q=\langle M_1\rangle_q+q=q\,\frac{X+2}{4} .\tag{11}
$$

For ${}^5P_1$–${}^5D_2$, $X=6-2=4$ and $\langle M_1\rangle_{+1}=1/2$. The listed fractions give $0.6-0.1=0.5$, the same value.

### 9. The effective factor and its limits

Inserting (11) in (8),

$$
\begin{aligned}
\bar s_q&=q\left[g_2\frac{X+2}{4}-g_1\frac{X-2}{4}\right]\\
&=q\left[\frac{g_1+g_2}{2}+\frac{(g_2-g_1)X}{4}\right].
\end{aligned}
$$

Reversing both signs in the product $(g_2-g_1)X$ gives the required form:

$$
\boxed{\;g_{\rm eff}=\frac{g_1+g_2}{2}+\frac{g_1-g_2}{4}\bigl[J_1(J_1+1)-J_2(J_2+1)\bigr]\;}\tag{12}
$$

The centroids are $\bar s_{+1}=g_{\rm eff}$, $\bar s_0=0$ and $\bar s_{-1}=-g_{\rm eff}$. By (9) the two sigma groups have equal strength, so their joint centroid is zero, as stated at the outset.

Several special cases show what the two terms mean.

**Equal factors.** If $g_1=g_2=g$, then $s=gq$ for every component. Each group collapses to one position and $g_{\rm eff}=g$.

**Equal angular momenta.** If $J_1=J_2$, then $X=0$ and the means are $\langle M_1\rangle_q=-q/2$ and $\langle M_2\rangle_q=q/2$. The change of $M$ is shared equally between the levels, and $g_{\rm eff}$ is the average of the two factors. For ${}^5P_2$–${}^5D_2$, with $g_1=1.8333$ and $g_2=1.5$, it is $1.6667$.

**Upper angular momentum larger by one.** Here $X=(J_1+1)(J_1+2)-J_1(J_1+1)=2(J_1+1)$, so $\langle M_1\rangle_{+1}=J_1/2$ and

$$
g_{\rm eff}=g_2+\frac{J_1}{2}(g_2-g_1) .
$$

The strong components of the $q=+1$ group lie at positive $M_1$, and the difference of the factors is multiplied by $J_1/2$. The value can leave the interval between $g_1$ and $g_2$. This happens in ${}^5P_1$–${}^5D_2$, where the factors are $2.5$ and $1.5$ and $g_{\rm eff}=1.0$. It can even vanish, when $g_1J_1=g_2(J_1+2)$. For $J_1>0$ and $g_1\ne g_2$ the components are then still split, and it is their centroid that stays in place. For $J_1=0$ the condition reduces to $g_2=0$, as in ${}^5D_0$–${}^5F_1$, where (7) gives $\alpha=-1$ and $g=0$ for ${}^5F_1$; each group is then a single component with no first-order shift.

**Upper angular momentum smaller by one.** Here $X=(J_1-1)J_1-J_1(J_1+1)=-2J_1$, and

$$
g_{\rm eff}=g_1+\frac{J_1-1}{2}(g_1-g_2) .
$$

For $J_1=1$ the second term vanishes. This is the case $J_2=0$, in which the upper level has no Landé factor.

**Exchange of the levels.** Interchanging the labels 1 and 2 reverses both $g_1-g_2$ and the bracket in (12), so their product is unchanged. It does not matter which of the two levels lies higher.

The numerical check tests this result along two routes. It builds the projector $P$ numerically for 27 pairs of angular momenta, half-integer values included, and checks (9), the proportionality $V_z=ck_z$ and the centroids. It also diagonalizes the spin-orbit and Zeeman energies in a ${}^5P$ and a ${}^5D$ term, takes the orbital dipole elements from quadrature, and forms the sigma centroids of all nine allowed lines. That second route uses neither (7) nor coupling coefficients. It is evaluated at a field $10^{-4}$ times the spin-orbit constant, and the quantity compared is half the distance between the two sigma centroids, in which the shift quadratic in the field cancels: a half turn about the $x$ axis reverses the field and interchanges the two groups, so the distance between their centroids is odd in $B$. This half-distance agrees with (12), evaluated with the factors from (7), for every line within the asserted tolerance of $10^{-6}$.

### 10. What the centroid describes in a blended line

Suppose every component has the same profile $\phi(\nu)$, normalized to unit area, and a width much larger than the splitting. Let $b=\mu_BB/h$, let $\nu_0$ be the line frequency without field, and let $f_i$ be the strength fractions in one group, with shifts $s_i$. The group has the profile

$$
I_q(\nu)=\sum_if_i\,\phi(\nu-\nu_0-bs_i) .
$$

Put $u=\nu-\nu_0-b\bar s_q$ and expand in $b(s_i-\bar s_q)$:

$$
I_q(\nu)=\phi(u)-b\,\phi'(u)\sum_if_i(s_i-\bar s_q)
+\frac{b^2}{2}\phi''(u)\sum_if_i(s_i-\bar s_q)^2+\dots
$$

The second term is zero by the definition of the centroid. To first order in the splitting, the group acts as a single component displaced by $b\bar s_q$. This is the reason for condensing a pattern into one factor. The difference of the two sigma groups is, to the same order,

$$
I_{+1}-I_{-1}=-2\,g_{\rm eff}\,b\,\phi'(\nu-\nu_0) .
$$

The next term measures the internal spread of the group. For ${}^5P_1$–${}^5D_2$ the variance is

$$
0.1(1.5)^2+0.3(0.5)^2+0.6(-0.5)^2=0.45 .
$$

For a line with $J_1=1$ and $J_2=0$ the variance is zero, since each group has one component. Then $g_{\rm eff}$ gives the position of the component itself, whether or not the line is resolved.

### 11. Fe I 630.25 nm

For the line ${}^5P_1$–${}^5D_0$, equation (12) gives

$$
g_{\rm eff}=\frac{2.5+g_2}{2}+\frac{2.5-g_2}{4}(2-0)=2.5 .
$$

Take the round field $B=0.1$ T, for which $\mu_BB/h=1.3996$ GHz. The frequency shift of the $q=+1$ component is

$$
\Delta\nu=2.5\times1.3996\ {\rm GHz}=3.499\ {\rm GHz} .
$$

Differentiating $\lambda=c_0/\nu$, with $c_0$ the speed of light, gives $\Delta\lambda=-\lambda^2\Delta\nu/c_0$. The component with higher frequency lies on the short-wavelength side. Its displacement is

$$
|\Delta\lambda|=g_{\rm eff}\frac{\lambda^2\mu_BB}{hc_0}
=\frac{(630.25\times10^{-9}\ {\rm m})^2(3.499\times10^9\ {\rm s^{-1}})}{2.998\times10^8\ {\rm m\,s^{-1}}}
=4.64\ {\rm pm} .
$$

The two sigma components are $9.27$ pm apart. The nominal wavelength has been used as a vacuum wavelength. The refractive index of air differs from one by roughly $3\times10^{-4}$, which changes the displacement by less than $0.1$ per cent of its value. With $630.25$ nm read as a wavelength in air of index $n$, the separation is multiplied by $n$ on the air scale and by $n^2$ on the vacuum scale, which turns $9.272$ pm into about $9.275$ pm and $9.277$ pm. The spin-factor correction below moves the separation by about another $0.01$ pm, so the last digits quoted are those of the model, not of the real line.

The relative displacement $|\Delta\lambda|/\lambda$ is about $7\times10^{-6}$. The photon frequency varies across the pattern by a fraction of this order, which justifies treating frequency-dependent intensity factors as equal.

The value $2.5$ rests on $g_s=2$ and on LS coupling. With the actual spin factor $g_s=2.002319$, equation (7) and $\alpha=1.5$ give

$$
g_{\rm eff}=1+1.002319\times1.5=2.5035 ,
$$

a relative increase of about $0.14$ per cent. Departures from LS coupling mix other terms into the ${}^5P_1$ level and change $g_1$ by an amount not calculated here. The measured factor is about $2.487$, which lowers the separation by about $0.05$ pm, more than the air and spin-factor corrections and in the opposite direction. Equation (12) does not require LS coupling. It holds with whatever weak-field factors the two levels have.

### 12. Where the result fails

**Stronger fields.** When $\mu_BB$ is no longer small against the fine-structure spacing, the field mixes levels of different $J$. The first correction can be derived for ${}^5P_1$–${}^5D_0$ in a model where each term is isolated and has the spin-orbit energy $A\,\mathbf L\cdot\mathbf S$, with the same $A>0$. Let $x=\mu_BB/A$ and measure energies in $A$.

The sublevel ${}^5P_1$, $M=-1$ has probabilities $0.6,0.3,0.1$ for $m_S=-2,-1,0$. Hence $\langle S_z\rangle=-1.5$ and $\langle S_z^2\rangle=0.6\times4+0.3\times1=2.7$. A vector operator connects $J=1$ with $J=0,1,2$, and the ${}^5P$ term has no $J=0$ level. The variance of $S_z$ is therefore the squared matrix element to ${}^5P_2$:

$$
|\langle{}^5P_2|S_z|{}^5P_1\rangle|^2=2.7-2.25=0.45 .
$$

The operator $J_z$ does not connect the two levels, so the squared element of the Zeeman energy is $0.45x^2$. The spacing is $\tfrac12(6-2)=2$. The second-order energy of ${}^5P_1$ is $-0.45x^2/2=-0.225x^2$, the same for $M=\pm1$. The ${}^5D_0$ state has no preferred direction, so $\langle S_z\rangle=0$ and $\langle S_z^2\rangle=S(S+1)/3=2$; it couples only to ${}^5D_1$, at spacing $\tfrac12(2-0)=1$, and its second-order energy is $-2x^2$. Both sigma components therefore move the same way by $-2x^2+0.225x^2=-1.775x^2$, so $\bar s_{+1}$ itself deviates from $2.5$ by $-1.775x$, about $-0.018$ at $x=0.01$. The sign belongs to $A>0$. For inverted terms, with $A<0$ and $x=\mu_BB/|A|$, the second-order shifts reverse and the deviation is $+1.775x$, while the third-order result below keeps its sign. The terms of the iron line are inverted and have unequal spacings, roughly $264\ {\rm cm^{-1}}$ for ${}^5P_1$–${}^5P_2$ and $86\ {\rm cm^{-1}}$ for ${}^5D_0$–${}^5D_1$, which give a deviation of about $+0.001$ at $0.1$ T. This common shift cancels in half the distance between the sigma components, whose first correction is of third order in the energy. Including the first-order shifts $\delta_1$ of ${}^5P_1$ and $\delta_2$ of ${}^5P_2$ in the denominator turns the second-order energy into $-0.45x^2/(2+\delta_2-\delta_1)\approx-0.45x^2/2+0.45x^2(\delta_2-\delta_1)/2^2$. The third-order energy with one coupled state is thus the squared element times the difference of first-order shifts, divided by the squared spacing:

$$
E^{(3)}=\frac{0.45x^2\,(-1.8333+2.5)\,x}{2^2}=0.075\,x^3 .
$$

The ${}^5D_0$ sublevel has no third-order term, because it couples to ${}^5D_1$, $M=0$, and both first-order shifts are zero. The lower sublevel of the $q=+1$ component is thus raised by $0.075x^3$, which lowers the photon energy. The sublevel $M=+1$ of the $q=-1$ component is lowered by the same amount. Half the distance between the sigma components, in units of $\mu_BB$, thus deviates from $2.5$ by $-0.075x^2$, or $-7.5\times10^{-6}$ at $x=0.01$ and $-3.0\times10^{-5}$ at $x=0.02$. The numerical diagonalization gives these same values.

**Unequal populations.** If the initial sublevels are unequally populated, each $w_q(M_1)$ is multiplied by a different population and (12) no longer follows. With a single component per group, as in the iron line, the position is unaffected, although in absorption the two sigma intensities may differ.

**Optical thickness.** In a uniform absorbing layer, resolved components saturate, the strong ones first. The weaker components then count for more than their fractions $f_i$. In ${}^5P_1$–${}^5D_2$ the weaker components have the larger shifts, so the centroid of the absorbed intensity rises above $1.0$. In the iron line each group has one component, so saturation cannot shift weight within a group. Viewed along the field in one circular polarization, the absorption stays centred on the component at any thickness, resolved or not. For an inclined field the sigma and pi components act on the same polarizations. Overlap with the pi component, and the dispersion that accompanies the absorption, can then displace the apparent sigma position in a thick layer even when the two sigma components are resolved from each other.

**Nuclear spin.** With hyperfine structure, the weak-field levels are labelled by the total angular momentum of electrons and nucleus, and the components counted here are no longer the right ones when $\mu_BB$ is comparable with the hyperfine splitting or smaller. It is the pattern that changes, not its centroid. The centroid of a group is a trace over the states of both levels, and the hyperfine energy, measured from the centre of gravity of each level, has zero trace over the nuclear spin. If all sublevels of the initial level $J$ are equally populated and the mean is taken over all hyperfine components, with the nuclear Zeeman energy neglected, it is still given by (12).

## Computed results

```
Projector test: level pairs = 27
Projector test: largest centroid error = 1.8e-15
Diagonalization at x = mu_B*B/A = 1e-04
5P(J1)-5D(J2): J1 J2 g1 g2 g_eff(formula) g_eff(diagonalized)
  1 0 2.5000 undef. 2.50000 2.50000
  1 1 2.5000 1.5000 2.00000 2.00000
  1 2 2.5000 1.5000 1.00000 1.00000
  2 1 1.8333 1.5000 2.00000 2.00000
  2 2 1.8333 1.5000 1.66667 1.66667
  2 3 1.8333 1.5000 1.16667 1.16667
  3 2 1.6667 1.5000 1.83333 1.83333
  3 3 1.6667 1.5000 1.58333 1.58333
  3 4 1.6667 1.5000 1.25000 1.25000
5P1-5D2, q=+1: M1 M2 shift/(mu_B B) strength fraction
  -1 +0 2.500 0.1000
  +0 +1 1.500 0.3000
  +1 +2 0.500 0.6000
5P1-5D2 weighted mean = 1.0000, plain mean = 1.5000
Fe I line: g(5P1) = 2.5000, g_eff = 2.5000
Electron spin factor = 2.002319, then g_eff = 2.50348
5P1-5D0 model, g_eff deviation at x=0.01: -7.500e-06
5P1-5D0 model, g_eff deviation at x=0.02: -3.000e-05
Ratio of the deviations = 4.000
Wavelength = 630.25 nm, field = 0.1 T
mu_B*B/h = 1.3996 GHz
Sigma frequency shift = 3.499 GHz
Sigma wavelength shift = 4.636 pm
Distance between sigma components = 9.272 pm
```
